Inverting the Paschen Curve with the Lambert W Function

**Problem**

Two plane electrodes a distance d apart hold a gas at pressure p. A steady voltage V is applied, and before breakdown the field E = V/d is uniform. An electron drifting toward the anode makes α ionizing collisions per unit length, with

α = A p exp(−B p/E).

Each positive ion that reaches the cathode releases γ electrons on average. A, B and γ are positive constants. There is no electron attachment, no space charge and no loss of particles through the sides. Pressure means pressure reduced to 20 °C, since the collision rate is set by the gas density. Write x = pd and L = ln(1 + 1/γ).

(a) Derive the breakdown condition and the Paschen formula V(x).

(b) Find every product x at which the gap is at the breakdown threshold for a given V, in terms of the Lambert W function. State for which voltages such products exist, and on which side of each the gap breaks down.

(c) Show that the two branches merge at the minimum of the Paschen curve, and find how their separation closes as V approaches the minimum voltage from above.

(d) Find how each product responds to a small change of L at fixed V, and how the two branches behave at high voltage.

(e) Evaluate the results for argon between metal plates, with the rough typical values A = 12 /(cm Torr), B = 180 V/(cm Torr) and γ = 0.01, at V = 230 V and d = 2 cm. Estimate the effect of what the model leaves out.

**Solution**

**(a) The breakdown condition**

Let s be the distance from the cathode, and let jₑ and jᵢ be the magnitudes of the electron and ion current densities. Each ionization adds one electron moving toward the anode and one ion moving toward the cathode. In a steady state

djₑ/ds = α jₑ,  djᵢ/ds = −α jₑ.

No ions enter from the anode, so jᵢ(d) = 0. At the cathode the electron current is a small external source j₀ (from stray light, for example) plus the electrons released by ions:

jₑ(0) = j₀ + γ jᵢ(0).

The first equation gives jₑ(s) = jₑ(0) e^{αs}. Integrating the second from 0 to d gives

jᵢ(0) = jₑ(0)(e^{αd} − 1).

Inserting this in the cathode condition and solving for jₑ(0), we find the current at the anode:

jₑ(d) = j₀ e^{αd} / [1 − γ(e^{αd} − 1)].

The quantity γ(e^{αd} − 1) is the number of new cathode electrons produced by one starting electron. While it is below one, the current is finite and vanishes with the source. When it reaches one, the steady solution diverges and the discharge no longer needs a source. Above one, each generation of electrons is larger than the last, and the current grows until effects outside this model limit it. The threshold is therefore

γ(e^{αd} − 1) = 1, or e^{αd} = 1 + 1/γ, or αd = L.

Since p/E = pd/V = x/V, the exponent αd depends on p and d through their product alone, and the condition becomes

A x exp(−Bx/V) = L.  (1)

To solve for V, divide by L, multiply by exp(Bx/V) and take the logarithm:

Bx/V = ln(Ax/L),

V(x) = Bx / ln(Ax/L).  (2)

A positive V requires Ax > L. This is the constant-γ Paschen formula, valid for x > L/A.

**(b) Solving for the product**

In equation (1) x stands both outside and inside the exponential. The Lambert function is defined for this situation: W(z) is a solution w of w e^w = z. Set

w = −Bx/V, so that x = −Vw/B.

Equation (1) becomes −(AV/B) w e^w = L, or

w e^w = z, with z = −BL/(AV).  (3)

Positive x means negative w, so we need the shape of w e^w for w < 0. Its derivative is (1 + w)e^w. As w rises from −∞ to −1 the function falls from 0 to −1/e, and as w rises from −1 to 0 it climbs back to 0. For −1/e < z < 0 there are thus two real solutions, one on each side of w = −1. The solution with w ≥ −1 is called W₀ and the one with w ≤ −1 is called W₋₁. The two products are

x₋ = −(V/B) W₀(z),  x₊ = −(V/B) W₋₁(z).  (4)

They are real and distinct when z > −1/e. Written out, BL/(AV) < 1/e, or

V > V_min = eBL/A.

At V = V_min there is one solution, and below V_min there is none: the W function then takes complex values, which do not describe a gap.

The physical content is visible in the avalanche exponent

G(x) = A x exp(−Bx/V),  dG/dx = A(1 − Bx/V) exp(−Bx/V).

At fixed V, G rises from zero to a peak AV/(eB) at x = V/B and then falls back toward zero. At small x an electron meets too few atoms on its way across. At large x it gains too little energy between collisions. For V > V_min the peak exceeds L, so G > L for x₋ < x < x₊, and the gap breaks down inside this interval. Outside it, the feedback is below one and the gap holds.

Either branch can be computed without a library routine. Put y = −w, so that y e^{−y} = |z|. For the left branch, start from y = 0 and repeat y → |z| e^y. For the right branch, start from y = 1 and repeat y → ln y + ln(1/|z|). Both maps increase with y, and the first step goes up from the starting value. The values therefore rise steadily, cannot pass the nearest fixed point above them, and converge to it. That fixed point is −W₀ in the first case and −W₋₁ in the second.

**(c) The merger**

As V falls to V_min, z falls to −1/e. Both branches of W then tend to −1, and equation (4) gives

x₋ = x₊ = V_min/B = eL/A.

To see that this is the minimum of the Paschen curve, differentiate equation (2). The derivative of ln(Ax/L) is 1/x, so

dV/dx = B[ln(Ax/L) − 1] / [ln(Ax/L)]².

This is negative for Ax/L < e, zero at Ax/L = e and positive beyond. The curve has a single minimum, at

x_min = eL/A, where V = B x_min/ln e = eBL/A = V_min.

The merging point and the minimum coincide. Left of the minimum V(x) falls and right of it V(x) rises, so for V > V_min we have x₋ < x_min < x₊.

For the approach to the merger, use u = x/x_min. Then Ax/L = eu and ln(Ax/L) = 1 + ln u, and equation (2) takes a form without parameters:

V/V_min = u/(1 + ln u).

Let V/V_min = 1 + δ and u = 1 + s. Subtracting one from both sides gives

δ = [s − ln(1 + s)] / [1 + ln(1 + s)].

For small s the numerator is s²/2 − s³/3 + O(s⁴), and the reciprocal of the denominator is 1 − s + O(s²). Their product is

δ = s²/2 − (1/3 + 1/2)s³ + O(s⁴) = s²/2 − 5s³/6 + O(s⁴),

and therefore

2δ = s² − 5s³/3 + O(s⁴).

To leading order s = ±√(2δ). Let ε = √(2δ), σ = ±1, and try s = σε + cε². Then s² = ε² + 2σcε³ and s³ = σε³, up to terms of order ε⁴. The terms of order ε² agree, and those of order ε³ require 2σc − 5σ/3 = 0, so c = 5/6. Since cε² = 5δ/3,

x∓ = x_min [1 ∓ √(2δ) + 5δ/3 + O(δ^{3/2})].  (5)

The upper sign belongs to the left branch. The separation is

x₊ − x₋ = 2 x_min √(2δ) + O(δ^{3/2}).

It closes as the square root of the excess voltage, because the Paschen curve is parabolic at its minimum. The slopes dx/dV diverge there with opposite signs. The positive term 5δ/3 shifts the midpoint of the interval to larger x, since the curve is steeper on its left side.

**(d) Sensitivity and high voltage**

Take the logarithm of equation (1):

ln A + ln x − Bx/V = ln L.

Vary L and x while V, A and B stay fixed. Since d(Bx/V) = (Bx/V) d ln x,

(1 − Bx/V) d ln x = d ln L.

But −Bx/V = W on the branch in question, so

d ln x / d ln L = 1/(1 + W).  (6)

On the left branch W₀ > −1 and the response is positive. On the right branch W₋₁ < −1 and it is negative. A larger L, meaning a smaller γ, raises x₋ and lowers x₊, which narrows the breakdown interval from both ends. At the merger W = −1 and the response diverges: a product predicted close to the minimum is very sensitive to the surface and gas data.

At high voltage z tends to zero from below. On the left branch w is small, and w = z e^{−w} = z(1 − w + …) = z − z² + O(z³). With z = −|z| this is −(|z| + z²), so

x₋ = (V/B)(|z| + z² + …) = (L/A)(1 + |z| + …),

because (V/B)|z| = L/A. The left branch approaches the vertical line x = L/A. In this model α/p cannot exceed A, and below x = L/A even that largest rate does not give the required exponent.

On the right branch y = −W₋₁ obeys y = ln(1/|z|) + ln y. Since y > 1, it exceeds ln(1/|z|) and grows without bound as V rises. Hence x₊ = (V/B)y grows faster than in proportion to V, while the reduced field at threshold, E/p = V/x₊ = B/y, slowly falls.

**(e) Argon at 230 V**

With γ = 0.01, L = ln 101 = 4.6151. The argument of W is

z = −(180 × 4.6151)/(12 × 230) = −0.30099.

This lies above −1/e = −0.36788, so two products exist. The branches are W₀ = −0.49257 and W₋₁ = −1.77383, and V/B = 230/180 = 1.2778 Torr cm. Equation (4) gives

x₋ = 1.2778 × 0.49257 = 0.629 Torr cm = 0.839 Pa m,

x₊ = 1.2778 × 1.77383 = 2.267 Torr cm = 3.022 Pa m.

For the 2 cm gap the threshold pressures are 0.315 Torr and 1.133 Torr. In this model the gap breaks down at 230 V between these pressures and holds outside them. At either threshold one electron becomes e^L = 101 electrons. It leaves 100 ions behind, which release 100 × 0.01 = 1 new electron.

The current equations of part (a) can also be solved numerically, by the trapezoidal rule on 200 equal intervals. The anode current then diverges at 0.6293 and 2.2667 Torr cm, against 0.6294 and 2.2666 from equation (4). The small differences come from the grid. With a = αd/200, one step multiplies jₑ by (1 + a/2)/(1 − a/2) ≈ exp(a + a³/12), so the growth is slightly too strong and the interval slightly too wide.

The minimum is

V_min = e × 180 × 4.6151/12 = 188.2 V, at x_min = 188.18/180 = 1.045 Torr cm.

A numerical minimization of the voltage solved from the feedback condition gives the same values. The approach to the merger, in Torr cm, is as follows:

- δ = 0.1: products 0.7181 and 1.7276; equation (5) gives 0.7521 and 1.6872.
- δ = 0.01: products 0.9139 and 1.2119; equation (5) gives 0.9150 and 1.2107.
- δ = 0.001: products 1.0004 and 1.0940; equation (5) gives 1.0004 and 1.0939.

One tenth of a percent above the minimum voltage, the interval is still 0.094 Torr cm wide, about 9 % of x_min. This is the square root at work. At 230 V, δ is 0.22 and the expansion is no longer a good substitute for equation (4).

The sensitivities from equation (6) are 1/(1 − 0.49257) = 1.97 on the left and 1/(1 − 1.77383) = −1.29 on the right. A 1 % rise in L moves x₋ up by about 2 % and x₊ down by about 1.3 %.

For the high-voltage limit, L/A = 0.3846 Torr cm, and the left product at 5000 V is 0.3900 Torr cm. This illustrates the formula and is not a prediction for argon: the reduced field there is near 13 000 V/(cm Torr), far outside the range for which A and B are meant.

**What the model leaves out**

At 230 V the reduced fields are 365 V/(cm Torr) on the left branch and 101 V/(cm Torr) on the right. Both lie within the rough range of 100 to 600 V/(cm Torr) where this form of α is used for argon, the second barely. On the right branch the reduced field falls below 100 V/(cm Torr) once V exceeds about 233 V, so right-hand products at higher voltages are extrapolations. Each effect below is treated separately. For the first four, the changed breakdown condition is solved again at the same voltage; the last two are estimated directly.

*Variable γ.* The electron yield depends on the reduced field and on the state of the surface. As a trial law, not a measured one, let γ = 0.01 (E/p)/B. The products become 0.39 Torr cm (−38 %) and 1.978 Torr cm (−13 %). Both fall, for different reasons. On the left E/p exceeds B, so γ is larger, L is smaller and x₋ drops. On the right γ is smaller and L is larger, and the negative response lowers x₊.

*Ionization dead space.* An electron must first fall through about the ionization potential, about 16 V for argon, before it can ionize. With the program's input of 15.8 V, this removes a fraction 15.8/230 = 0.069 of the gap and replaces αd by αd(1 − 0.069). The products become 0.733 Torr cm (+16 %) and 2.043 Torr cm (−10 %). This is a rough estimate: if every electron needs such a run-up after each ionization, and α is the steady growth rate that results, the shifts are about +11 % and −7 %.

*Form of α.* Another fit used for rare gases is α/p = C exp(−D√(p/E)), here with the rough values C = 29 /(cm Torr) and D = 26.6 V^{1/2}/(cm Torr)^{1/2}. It gives 0.666 Torr cm (+6 %) and 2.375 Torr cm (+5 %). Its minimum voltage is 208 V instead of 188 V, so at 200 V the two fits disagree on whether the gap can break down at all.

*Sideways diffusion.* Between plates of radius R, the slowest-decaying radial profile loses electrons at the rate D_e(2.405/R)², where D_e is the diffusion coefficient. Dividing by the drift speed μE gives the loss per unit length, κ. With E = V/d,

κd = (2.405 d/R)² (D_e/μ)/V.

For R = 10 cm and a rough D_e/μ = 7 V this is 0.007. The electron current now grows as e^{(α−κ)s}, and integrating the ion source α jₑ changes the threshold to γ[α/(α − κ)](e^{(α−κ)d} − 1) = 1. Both products move by about 0.2 %. The loss would matter for a gap comparable to or longer than the plate radius, since κd grows as (d/R)².

*Gas temperature.* If the gas is uniformly at 350 K, the same density needs an absolute pressure higher by the factor 350/293, or 19 %.

*Field emission.* Even with a hundredfold enhancement at surface roughness, the cathode field is 0.0115 MV/cm. For a work function of 4.5 eV, the tunnelling exponent of a triangular barrier is about 6 × 10⁴, so this source of electrons is negligible here.

These conditions are those of a low-pressure argon processing chamber with a steady or slowly raised voltage. Breakdown driven at megahertz frequencies follows a different condition, because the field reverses before most ions can cross the gap and, at high enough frequency, before the electrons can. With the trial law used above, variable γ gives the largest shift, over a third on the left branch, but that size and ranking belong to the law chosen. With γ = 0.01 [(E/p)/B]^{1/2} the shifts are −17 % and −7 %, comparable to the dead-space estimate. With the linear law set equal to 0.01 at 365 V/(cm Torr), the left product stays put and the right falls by 31 %. With γ = 0.01 [(E/p)/B]^{−1/2}, a yield that falls as E/p rises, both products rise. Both thresholds, about 0.6 and 2.3 Torr cm, are therefore rough estimates. Doubling the constant γ to 0.02 would move them to 0.475 and 2.69 Torr cm; the second is an extrapolation, since its reduced field of about 85 V/(cm Torr) lies below the range of the fit. For γ below about 0.0036, L exceeds the peak exponent AV/(eB) = 5.64, and the model gives no breakdown at 230 V for any product. Below the left threshold there is a further limit: a longer path around the plate edges can break down while the direct gap holds. At 0.25 Torr the 2 cm gap has a product of 0.5 Torr cm, below x₋, but a 4 cm path has 1.0 Torr cm, which lies inside the breakdown interval if the field along it is roughly uniform. A design that relies on the gap holding off 230 V needs a breakdown curve measured with its own gas, electrode surface and geometry. The remaining digits are in the numerical output.

Computed results

```
A = 12 /(cm Torr), B = 180 V/(cm Torr), gamma = 0.01
Voltage = 230 V, gap = 2.0 cm
L = 4.6151
Lambert argument z = -0.30099
-1/e = -0.36788
W0 = -0.49257, W-1 = -1.77383
V/B = 1.2778 Torr cm
Left pd = 0.6294 Torr cm = 0.8391 Pa m
Right pd = 2.2666 Torr cm = 3.0218 Pa m
Pressures: 0.3147 and 1.1333 Torr
E/p: left 365.4, right 101.5 V/(cm Torr)
Minimum voltage = 188.18 V at pd = 1.0454 Torr cm
Minimum found numerically = 188.18 V, 1.0454 Torr cm
Current-problem roots = 0.6293, 2.2667 Torr cm
Left asymptote L/A = 0.3846 Torr cm
Left pd at 5000 V = 0.3900 Torr cm
dln(pd)/dlnL: left 1.971, right -1.292
Approach to the minimum (pd in Torr cm):
 delta 0.1000: exact 0.7181, 1.7276; series 0.7521, 1.6872
 delta 0.0100: exact 0.9139, 1.2119; series 0.9150, 1.2107
 delta 0.0010: exact 1.0004, 1.0940; series 1.0004, 1.0939
 delta 0.0001: exact 1.0308, 1.0604; series 1.0308, 1.0604
Neglected effects at the same voltage (pd in Torr cm):
 gamma prop. to E/p: 0.3905 (-38.0 %), 1.9777 (-12.7 %)
 other ionization fit: 0.6657 (+5.8 %), 2.3746 (+4.8 %)
 ionization dead space: 0.7328 (+16.4 %), 2.0428 (-9.9 %)
 sideways diffusion: 0.6309 (+0.2 %), 2.2631 (-0.2 %)
Other fit: C = 29 /(cm Torr), D = 26.6 V^0.5/(cm Torr)^0.5
Other fit, minimum voltage = 208.0 V
Ionization potential = 15.8 V, dead space/gap = 0.0687
Plate radius = 10 cm, D/mobility = 7 V
Sideways loss exponent = 0.00704
Gas at 350 K: gauge pressures rise by 19.4 %
Work function = 4.5 eV, field enhancement = 100
Enhanced cathode field = 0.01150 MV/cm
Field-emission tunnelling exponent = 5.67e+04
```
